# Quantum capacitance of a two-dimensional electron gas in an in-plane field: a program that tests the result

```python
"""Quantum capacitance of an ideal 2D electron gas in an in-plane field.

Result under test (T = 0, fixed density n, one valley, zero thickness):
  C_q = e^2 dn/dmu = 2 e^2 D1 for B < Bp, and e^2 D1 for B > Bp,
  D1 = m/(2 pi hbar^2) per spin, Bp = n/(D1 g muB).
mu is the chemical potential from the zero-field subband edge,
g the magnitude of the g-factor, muB the Bohr magneton.
Internal units: meV, nm, tesla; capacitances in uF/cm2.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import dblquad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, nnls
from scipy.special import expit

# Rough round parameters in the regime of a gated InSb quantum well
mass_ratio, g_factor, density = 0.02, 35.0, 5e-4   # density in 1/nm^2
eps_r, barrier, well_width = 16.0, 30.0, 20.0      # lengths in nm
temperature, rashba, gap = 2.0, 10.0, 300.0        # K, meV nm, meV
mobility, tilt_deg = 1e5, 1.0                     # cm2/Vs, degrees

hbar2_m = sc.hbar**2 / (mass_ratio * sc.m_e) / sc.e * 1e21   # meV nm^2
mu_b = sc.physical_constants["Bohr magneton in eV/T"][0] * 1e3
k_b = sc.k / sc.e * 1e3
to_cap = sc.e * 1e23     # 1/(meV nm^2) -> uF/cm2
D1 = 1 / (2 * np.pi * hbar2_m)
E_F = density / (2 * D1)
Bp = density / (D1 * g_factor * mu_b)
Cq_full, Cq_half = 2 * D1 * to_cap, D1 * to_cap


def zeeman(B):
    return g_factor * mu_b * B


# Direct filling of discrete states in a periodic square box
box = 30000.0
N = int(round(density * box**2))
dN = N // 20
m_max = int(0.09 * box / (2 * np.pi))
idx = np.arange(-m_max, m_max + 1)
kinetic = 0.5 * hbar2_m * (2 * np.pi / box)**2 * (
    idx[:, None]**2 + idx[None, :]**2).ravel()
kinetic.sort()


def filled_levels(B):
    levels = np.concatenate((kinetic - zeeman(B) / 2,
                             kinetic + zeeman(B) / 2))
    levels.sort()
    return levels


Bp_count = kinetic[N - 1] / (g_factor * mu_b)
assert abs(Bp_count / Bp - 1) < 0.005
rows = []
for x in (0.0, 0.5, 0.9, 1.1, 1.5):
    levels = filled_levels(x * Bp)
    mu = levels[N - 1]
    slope = 2 * dN / box**2 / (levels[N + dN - 1] - levels[N - dN - 1])
    minority = np.count_nonzero(kinetic + zeeman(x * Bp) / 2 <= mu)
    polarization = 1 - 2 * minority / N
    expected = Cq_full if x < 1 else Cq_half
    mu_formula = E_F if x < 1 else 2 * E_F - zeeman(x * Bp) / 2
    # tolerances cover the discreteness of the finite box
    assert abs(slope * to_cap / expected - 1) < 0.005
    assert abs(mu - mu_formula) < 0.005 * E_F
    assert abs(polarization - min(x, 1)) < 0.005
    rows.append((x, slope * to_cap, mu, polarization))

levels = filled_levels(Bp)
add = dN / box**2 / (levels[N + dN - 1] - levels[N - 1]) * to_cap
remove = dN / box**2 / (levels[N - 1] - levels[N - dN - 1]) * to_cap
assert abs(add / Cq_full - 1) < 0.01
assert abs(remove / Cq_half - 1) < 0.01

# Gated sheet: minimize energy at fixed voltage over nonnegative densities
C_gate = eps_r * sc.epsilon_0 / (barrier * 1e-9) * 100
charging = to_cap / C_gate     # e^2/C_gate in meV nm^2


def sheet_density(voltage_meV, B):
    A = np.eye(2) / D1 + charging * np.ones((2, 2))
    b = voltage_meV + np.array([0.5, -0.5]) * zeeman(B)
    L = np.linalg.cholesky(A)
    return nnls(L.T, np.linalg.solve(L, b))[0].sum()


totals = []
for x, Cq in ((0.5, Cq_full), (1.5, Cq_half)):
    mu = E_F if x < 1 else 2 * E_F - zeeman(x * Bp) / 2
    V = mu + charging * density
    assert abs(sheet_density(V, x * Bp) / density - 1) < 1e-8
    h = 0.01 * V
    C = to_cap * (sheet_density(V + h, x * Bp)
                  - sheet_density(V - h, x * Bp)) / (2 * h)
    assert abs(C * (1 / C_gate + 1 / Cq) - 1) < 1e-7
    totals.append(C)


# Finite temperature at fixed density
def thermal_cq(B, T):
    kt = k_b * T
    edges = np.array([-0.5, 0.5]) * zeeman(B)

    def excess(mu):
        return D1 * kt * np.logaddexp(0, (mu - edges) / kt).sum() - density
    mu = brentq(excess, -40 * kt - 50, 40 * kt + 50, xtol=1e-12)
    return to_cap * D1 * expit((mu - edges) / kt).sum()


assert abs(thermal_cq(0.5 * Bp, temperature) / Cq_full - 1) < 1e-3
assert abs(thermal_cq(1.5 * Bp, temperature) / Cq_half - 1) < 1e-3
B90, B10 = [brentq(lambda B: thermal_cq(B, temperature) / Cq_full - r,
                   0.5 * Bp, 1.5 * Bp) for r in (0.95, 0.55)]
thermal_width = B10 - B90
half_width = [brentq(lambda B: thermal_cq(B, temperature / 2) / Cq_full - r,
                     0.5 * Bp, 1.5 * Bp) for r in (0.95, 0.55)]
assert abs((half_width[1] - half_width[0]) / thermal_width - 0.5) < 0.001
room_zero, room_high = thermal_cq(0, 300), thermal_cq(1.5 * Bp, 300)

# Hartree-Fock exchange of a strictly 2D sheet, unscreened by the gate
coulomb = sc.e / (4 * np.pi * sc.epsilon_0 * eps_r) * 1e12   # meV nm
x_coef = 4 / (3 * np.pi)    # exchange energy per electron / (coulomb*kF)
# half the disc average of the exchange self-energy, by quadrature
x_quad = dblquad(lambda t, k: 2 * k * np.sqrt(1 - (k * np.sin(t))**2),
                 0, 1, 0, np.pi / 2)[0] * 4 / (2 * np.pi) / 2
assert abs(x_quad / x_coef - 1) < 1e-6


def hf_energy(n_major, n_minor):
    return ((n_major**2 + n_minor**2) / (2 * D1)
            - x_coef * coulomb * np.sqrt(4 * np.pi)
            * (n_major**1.5 + n_minor**1.5))


def hf_capacitance(share):
    h = 0.01 * density
    e = [hf_energy(share * n, (1 - share) * n)
         for n in (density - h, density, density + h)]
    return to_cap * h**2 / (e[0] - 2 * e[1] + e[2])


hf_zero, hf_polar = hf_capacitance(0.5), hf_capacitance(1.0)
moved = density * np.linspace(1e-4, 0.5, 5000)
hf_split = np.max((hf_energy(density, 0.0)
                   - hf_energy(density - moved, moved)) / moved)
B_hf = hf_split / (g_factor * mu_b)
bohr = hbar2_m / coulomb
r_s = 1 / np.sqrt(np.pi * density) / bohr

# Orbital effect of the field in a hard-wall well of finite width
points = 800
step = well_width / (points + 1)
z = -well_width / 2 + step * np.arange(1, points + 1)


def well_levels(k, B):
    inv_l2 = sc.e * B / sc.hbar * 1e-18
    diag = hbar2_m / step**2 + 0.5 * hbar2_m * (k + z * inv_l2)**2
    off = np.full(points - 1, -0.5 * hbar2_m / step**2)
    return eigh_tridiagonal(diag, off, eigvals_only=True,
                            select="i", select_range=(0, 1))


free_well = well_levels(0, 0)
assert abs(free_well[0] / (0.5 * hbar2_m * (np.pi / well_width)**2)
           - 1) < 1e-4
dk = 0.02
bottom = well_levels(0, Bp)[0]
dos_orbital = np.sqrt(0.5 * hbar2_m * dk**2
                      / (well_levels(dk, Bp)[0] - bottom))
diamagnetic = bottom - free_well[0]

# Rashba coupling: density of states of the lower band when polarized
theta = np.linspace(0, 2 * np.pi, 720, endpoint=False)


def lower_band_density(mu, B, alpha):
    lo, hi = np.zeros_like(theta), np.full_like(theta, 0.3)
    for _ in range(60):
        k = (lo + hi) / 2
        split = np.hypot(zeeman(B) / 2 + alpha * k * np.sin(theta),
                         alpha * k * np.cos(theta))
        above = 0.5 * hbar2_m * k**2 - split > mu
        hi, lo = np.where(above, k, hi), np.where(above, lo, k)
    return np.mean(lo**2) / (4 * np.pi)


B_test = 1.2 * Bp
mu_test = 2 * E_F - zeeman(B_test) / 2
rashba_dos = [(lower_band_density(mu_test + 0.1, B_test, a)
               - lower_band_density(mu_test - 0.1, B_test, a)) / 0.2 / D1
              for a in (0.0, rashba)]
assert abs(rashba_dos[0] - 1) < 1e-6


# Nonparabolic band: k^2 proportional to E(1 + E/gap)
def nonparabolic_count(E):
    return E * (1 + E / gap)


dos_nonpar = (nonparabolic_count(2 * E_F + 0.1)
              - nonparabolic_count(2 * E_F - 0.1)) / 0.2
broadening = sc.hbar / (2 * mass_ratio * sc.m_e * mobility * 1e-4) * 1e3
B_perp = Bp * np.sin(np.radians(tilt_deg))
landau = hbar2_m * sc.e * B_perp / sc.hbar * 1e-18
barrier_field = sc.e * density * 1e18 / (eps_r * sc.epsilon_0) * 1e-8

print(f"Input mass: {mass_ratio} m0; g magnitude: {g_factor}")
print(f"Input density: {density*1e14:.2e} cm^-2")
print(f"Input relative permittivity: {eps_r}; barrier: {barrier} nm")
print(f"Input well width: {well_width} nm; temperature: {temperature} K")
print(f"Density of states per spin: {D1*1e17:.4e} eV^-1 cm^-2")
print(f"Zero-field Fermi energy: {E_F:.3f} meV")
print(f"Zeeman splitting at saturation: {zeeman(Bp):.3f} meV")
print(f"Saturation field, formula: {Bp:.3f} T")
print(f"Saturation field, state count: {Bp_count:.3f} T")
print(f"C_q below saturation, formula: {Cq_full:.4f} uF/cm2")
print(f"C_q above saturation, formula: {Cq_half:.4f} uF/cm2")
print("State count: B/Bp, C_q (uF/cm2), mu (meV), polarization")
for x, cap, mu, pol in rows:
    print(f"  {x:.1f}  {cap:.4f}  {mu:.3f}  {pol:.4f}")
print(f"At Bp, adding electrons: C_q = {add:.4f} uF/cm2")
print(f"At Bp, removing electrons: C_q = {remove:.4f} uF/cm2")
print(f"Gate capacitance: {C_gate:.4f} uF/cm2")
print(f"Total capacitance below saturation: {totals[0]:.4f} uF/cm2")
print(f"Total capacitance above saturation: {totals[1]:.4f} uF/cm2")
print(f"Drop of total capacitance: {100*(1-totals[1]/totals[0]):.2f} %")
print(f"Thermal energy at 2 K: {k_b*temperature:.4f} meV")
print(f"10-90 % width of step at 2 K: {thermal_width:.3f} T")
print(f"C_q at 300 K, B = 0: {room_zero:.4f} uF/cm2")
print(f"C_q at 300 K, B = 1.5 Bp: {room_high:.4f} uF/cm2")
print(f"Effective Bohr radius: {bohr:.2f} nm; r_s: {r_s:.3f}")
print(f"Hartree-Fock C_q at B = 0: {hf_zero:.4f} uF/cm2")
print(f"Hartree-Fock C_q when polarized: {hf_polar:.4f} uF/cm2")
print(f"Hartree-Fock saturation field: {B_hf:.3f} T")
print(f"Hartree-Fock change of Bp: {100*(B_hf/Bp-1):.1f} %")
print(f"Second subband above first: {free_well[1]-free_well[0]:.1f} meV")
print(f"Diamagnetic shift at Bp: {diamagnetic:.3f} meV")
print(f"Orbital change of DOS at Bp: {100*(dos_orbital-1):.2f} %")
print(f"Input Rashba coefficient: {rashba} meV nm")
print(f"Rashba change of DOS at 1.2 Bp: {100*(rashba_dos[1]-1):.3f} %")
print(f"Input effective gap for nonparabolicity: {gap} meV")
print(f"Nonparabolic DOS change at 2 E_F: {100*(dos_nonpar-1):.2f} %")
print(f"Input mobility: {mobility:.1e} cm2/Vs")
print(f"Broadening hbar/(2 tau), transport: {broadening:.3f} meV")
print(f"Normal field at {tilt_deg} degree tilt and Bp: {B_perp:.4f} T")
print(f"Landau spacing at that tilt: {landau:.3f} meV")
print(f"Barrier field from sheet charge: {barrier_field:.5f} MV/cm")
print("all good")
```

Printed output:

```
Input mass: 0.02 m0; g magnitude: 35.0
Input density: 5.00e+10 cm^-2
Input relative permittivity: 16.0; barrier: 30.0 nm
Input well width: 20.0 nm; temperature: 2.0 K
Density of states per spin: 4.1773e+12 eV^-1 cm^-2
Zero-field Fermi energy: 5.985 meV
Zeeman splitting at saturation: 11.969 meV
Saturation field, formula: 5.908 T
Saturation field, state count: 5.908 T
C_q below saturation, formula: 1.3386 uF/cm2
C_q above saturation, formula: 0.6693 uF/cm2
State count: B/Bp, C_q (uF/cm2), mu (meV), polarization
  0.0  1.3399  5.984  -0.0000
  0.5  1.3383  5.985  0.4999
  0.9  1.3402  5.985  0.8999
  1.1  0.6704  5.385  1.0000
  1.5  0.6704  2.991  1.0000
At Bp, adding electrons: C_q = 1.3302 uF/cm2
At Bp, removing electrons: C_q = 0.6721 uF/cm2
Gate capacitance: 0.4722 uF/cm2
Total capacitance below saturation: 0.3491 uF/cm2
Total capacitance above saturation: 0.2769 uF/cm2
Drop of total capacitance: 20.68 %
Thermal energy at 2 K: 0.1723 meV
10-90 % width of step at 2 K: 0.561 T
C_q at 300 K, B = 0: 0.2766 uF/cm2
C_q at 300 K, B = 1.5 Bp: 0.2740 uF/cm2
Effective Bohr radius: 42.33 nm; r_s: 0.596
Hartree-Fock C_q at B = 0: 1.8294 uF/cm2
Hartree-Fock C_q when polarized: 0.8260 uF/cm2
Hartree-Fock saturation field: 3.771 T
Hartree-Fock change of Bp: -36.2 %
Second subband above first: 141.0 meV
Diamagnetic shift at Bp: 1.991 meV
Orbital change of DOS at Bp: 2.86 %
Input Rashba coefficient: 10.0 meV nm
Rashba change of DOS at 1.2 Bp: 0.183 %
Input effective gap for nonparabolicity: 300.0 meV
Nonparabolic DOS change at 2 E_F: 7.98 %
Input mobility: 1.0e+05 cm2/Vs
Broadening hbar/(2 tau), transport: 0.289 meV
Normal field at 1.0 degree tilt and Bp: 0.1031 T
Landau spacing at that tilt: 0.597 meV
Barrier field from sheet charge: 0.00565 MV/cm
all good
```
